# Harmonic and anharmonic parts of a zero-point shielding correction: test program

```python
"""Zero-point correction to a nuclear shielding in a bent triatomic.
Result under test: at first order in hbar the correction is A + H, with
  A = sum_t sigma_t <s_t>               ("anharmonic" part)
  H = 1/2 sum_tu sigma_tu <s_t s_u>     ("harmonic" part)
A and H depend on the displacement coordinates s; A + H does not.
Symbols: sigma_t, sigma_tu = derivatives of the shielding; G = inverse-mass
matrix of the coordinates; kappa = mean valence displacement produced by the
curvature of valence coordinates along straight-line normal coordinates.
Units inside: angstrom, atomic mass unit u, eV, radian, ppm.
The independent road is a grid solution of the J = 0 Schroedinger equation."""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.sparse.linalg import LinearOperator, eigsh

hbar = const.hbar / np.sqrt(const.atomic_mass * const.e) / 1e-10
wavenumber = const.e / (const.h * const.c * 100)      # cm^-1 per eV

# ---- model parameters (round values) ----
m_end, m_mid = 1.0, 16.0
r_e, theta_e = 1.0, np.radians(105.0)
depth, morse_a, k_bend = 5.0, 2.2, 4.0
k_stretch = 2 * depth * morse_a**2
sig_r, sig_th = -300.0, 20.0
sig_rr, sig_rs, sig_thth, sig_rth = -800.0, 100.0, -60.0, 50.0
masses = np.array([m_mid, m_end, m_end])


def potential(v):
    y1, y2 = 1 - np.exp(-morse_a * v[0]), 1 - np.exp(-morse_a * v[1])
    return depth * (y1**2 + y2**2) + 0.5 * k_bend * v[2]**2


def quadratic_potential(v):
    return 0.5 * k_stretch * (v[0]**2 + v[1]**2) + 0.5 * k_bend * v[2]**2


def shielding(v):
    """Shielding minus its equilibrium value, ppm."""
    return (sig_r * (v[0] + v[1]) + sig_th * v[2]
            + 0.5 * sig_rr * (v[0]**2 + v[1]**2) + sig_rs * v[0] * v[1]
            + 0.5 * sig_thth * v[2]**2 + sig_rth * (v[0] + v[1]) * v[2])


# ---- geometry: atoms ordered middle, end 1, end 2, in a plane ----
def valence_from_positions(x):
    b1, b2 = x[1] - x[0], x[2] - x[0]
    angle = np.arctan2(b1[0] * b2[1] - b1[1] * b2[0],
                       b1[0] * b2[0] + b1[1] * b2[1])
    return np.array([np.hypot(b1[0], b1[1]) - r_e,
                     np.hypot(b2[0], b2[1]) - r_e, angle - theta_e])


def wilson_g(v):
    r1, r2, th = r_e + v[0], r_e + v[1], theta_e + v[2]
    stretch = (1 / m_end + 1 / m_mid) * np.ones_like(r1)
    g12 = np.cos(th) / m_mid
    g13, g23 = -np.sin(th) / (m_mid * r2), -np.sin(th) / (m_mid * r1)
    g33 = ((1 / m_end + 1 / m_mid) * (1 / r1**2 + 1 / r2**2)
           - 2 * np.cos(th) / (m_mid * r1 * r2))
    return np.array([[stretch, g12, g13], [g12, stretch, g23],
                     [g13, g23, g33]])


half = theta_e / 2
x_eq = np.array([[0.0, 0.0],
                 [r_e * np.cos(half), -r_e * np.sin(half)],
                 [r_e * np.cos(half), r_e * np.sin(half)]])
x_eq = x_eq - masses @ x_eq / masses.sum()


def b_matrix(x):
    """First derivatives of valence coordinates by finite differences."""
    columns, step = [], 1e-3
    for a in range(6):
        d = np.zeros(6)
        d[a] = step
        d = d.reshape(3, 2)
        f = [valence_from_positions(x + k * d) for k in (-2, -1, 1, 2)]
        columns.append((8 * (f[2] - f[1]) - (f[3] - f[0])) / (12 * step))
    return np.array(columns).T


inverse_mass = np.diag(1 / np.repeat(masses, 2))
x_test = x_eq + np.array([[0.03, -0.02], [0.10, 0.05], [-0.04, 0.08]])
b_test = b_matrix(x_test)
assert np.allclose(b_test @ inverse_mass @ b_test.T,
                   wilson_g(valence_from_positions(x_test)), atol=1e-8)

# ---- derivatives up to third order from a nine-point stencil ----
step = 0.005
nodes = np.arange(-4, 5).astype(float)
weights = np.linalg.inv(np.vander(nodes, increasing=True))[:4]
weights = weights * (np.array([1, 1, 2, 6]) / step**np.arange(4))[:, None]
stencil = np.array(np.meshgrid(*[step * nodes] * 3, indexing="ij"))
unit = np.eye(3, dtype=int)


def derivatives(function):
    t = np.einsum("ai,bj,ck,...ijk->...abc", weights, weights, weights,
                  function(stencil))

    def pick(n):
        return t[(Ellipsis, int(n[0]), int(n[1]), int(n[2]))]
    first = np.array([pick(i) for i in unit])
    second = np.array([[pick(i + j) for j in unit] for i in unit])
    third = np.array([[[pick(i + j + k) for k in unit] for j in unit]
                      for i in unit])
    return first, second, third


def split(to_valence, g_matrix, surface=potential):
    """First-order averages and the two parts, in the given coordinates."""
    _, f2, f3 = derivatives(lambda s: surface(to_valence(s)))
    s1, s2, _ = derivatives(lambda s: shielding(to_valence(s)))
    g_inv = np.linalg.inv(g_matrix(np.zeros(3)))
    dg = derivatives(g_matrix)[0]
    w2, modes_l = eigh(f2, g_inv)
    w = np.sqrt(w2)
    cov = (modes_l * (hbar / (2 * w))) @ modes_l.T
    k = g_inv @ modes_l
    momentum = (k * (hbar * w / 2)) @ k.T
    force = 0.5 * (np.einsum("tuv,uv->t", f3, cov)
                   + np.einsum("tuv,uv->t", dg, momentum))
    mean = -np.linalg.solve(f2, force)
    return dict(A=s1 @ mean, H=0.5 * np.sum(s2 * cov), mean=mean, cov=cov,
                w=w, L=modes_l, s1=s1, s2=s2, f2=f2)


def same(s):
    return s


valence = split(same, wilson_g)
omega, L = valence["w"], valence["L"]

# ---- rectilinear normal coordinates ----
b_eq = b_matrix(x_eq)
modes = (inverse_mass @ b_eq.T @ np.linalg.inv(wilson_g(np.zeros(3))) @ L)
modes = modes.reshape(3, 2, 3)


def valence_from_modes(q):
    start = x_eq.reshape((3, 2) + (1,) * (q.ndim - 1))
    return valence_from_positions(start + np.tensordot(modes, q, 1))


def identity_g(s):
    return np.multiply.outer(np.eye(3), np.ones_like(s[0]))


def modes_from_positions(x):
    """Rotate into the Eckart frame, then project on the normal modes."""
    wx, wy = masses * x_eq[:, 0], masses * x_eq[:, 1]
    sine = np.tensordot(wx, x[:, 1], 1) - np.tensordot(wy, x[:, 0], 1)
    cosine = np.tensordot(wx, x[:, 0], 1) + np.tensordot(wy, x[:, 1], 1)
    phi = np.arctan2(sine, cosine)
    c, s = np.cos(phi), np.sin(phi)
    turned = np.stack([c * x[:, 0] + s * x[:, 1],
                       -s * x[:, 0] + c * x[:, 1]], axis=1)
    start = x_eq.reshape((3, 2) + (1,) * (x.ndim - 2))
    return np.tensordot(masses[:, None, None] * modes, turned - start,
                        axes=([0, 1], [0, 1]))


rect = split(valence_from_modes, identity_g)
assert np.allclose(rect["f2"], np.diag(omega**2), atol=1e-5)


# ---- two further curvilinear sets, each coordinate mapped separately ----
def curved_g(to_valence, slope):
    def g(s):
        j = slope(s)
        return wilson_g(to_valence(s)) / (j[:, None] * j[None, :])
    return g


def from_reciprocal(s):
    return np.array([1 / (1 / r_e + s[0]) - r_e, 1 / (1 / r_e + s[1]) - r_e,
                     np.arccos(np.cos(theta_e) + s[2]) - theta_e])


def slope_reciprocal(s):
    return np.array([-1 / (1 / r_e + s[0])**2, -1 / (1 / r_e + s[1])**2,
                     -1 / np.sqrt(1 - (np.cos(theta_e) + s[2])**2)])


bend_c = valence["mean"] / np.diag(valence["cov"])


def from_balanced(s):
    return np.array([s[t] + bend_c[t] * s[t]**2 for t in range(3)])


def slope_balanced(s):
    return np.array([1 + 2 * bend_c[t] * s[t] for t in range(3)])


recip = split(from_reciprocal, curved_g(from_reciprocal, slope_reciprocal))
balanced = split(from_balanced, curved_g(from_balanced, slope_balanced))
total = valence["A"] + valence["H"]
for other in (rect, recip, balanced):
    assert abs(other["A"] + other["H"] - total) < 1e-4
assert abs(balanced["A"]) < 1e-4
assert abs(rect["H"] - valence["H"]) > 0.1

# ---- the transferred amount and its geometric origin ----
curvature = derivatives(valence_from_modes)[1]
kappa_modes = np.einsum("jjt->jt", curvature) * (hbar / (4 * omega))[:, None]
kappa = kappa_modes.sum(axis=0)
transfer = valence["s1"] @ kappa
assert abs(rect["H"] - valence["H"] - transfer) < 1e-4
assert abs(valence["A"] - rect["A"] - transfer) < 1e-4
q_mean = np.array([rect["mean"] @ rect_row for rect_row in L])
assert np.allclose(valence["mean"], q_mean + kappa, atol=1e-7)
perp2, cross = [], []
for atom, phi in ((1, -half), (2, half)):
    relative = modes[atom] - modes[0]
    par = np.array([np.cos(phi), np.sin(phi)]) @ relative
    perp = np.array([-np.sin(phi), np.cos(phi)]) @ relative
    perp2.append(np.sum(perp**2 * hbar / (2 * omega)))
    cross.append(np.sum(perp * par * hbar / (2 * omega)))
assert abs(kappa[0] - perp2[0] / (2 * r_e)) < 1e-7
assert abs(kappa[2] + (cross[1] - cross[0]) / r_e**2) < 1e-7

# ---- force field purely quadratic in bond lengths and angle ----
quad_val = split(same, wilson_g, quadratic_potential)
quad_rect = split(valence_from_modes, identity_g, quadratic_potential)
assert abs(quad_val["A"] + quad_val["H"]
           - quad_rect["A"] - quad_rect["H"]) < 1e-4
assert abs(quad_val["A"]) > 0.1


# ---- grid solution for J = 0 in Radau coordinates ----
def grid_solution(scale, n=19, spacing=0.75):
    """Ground state with hbar multiplied by scale; returns averages."""
    hb = scale * hbar
    root = np.sqrt(m_mid / masses.sum())
    beta = (1 - root) / 2                 # equal end masses
    bonds = x_eq[1:] - x_eq[0]
    radau = bonds - beta * bonds.sum(axis=0)
    big_r = np.hypot(*radau[0])
    big_th = 2 * np.arctan2(radau[1, 1], radau[1, 0])
    h_r = spacing * np.sqrt(hb / (2 * m_end * omega[1]))
    h_t = spacing * np.sqrt(hb / (m_end * big_r**2 * omega[0]))
    index = np.arange(n) - n // 2
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    second = np.where(diff == 0, np.pi**2 / 3,
                      2.0 * (-1.0)**np.abs(diff) / safe**2)
    kin_r = hb**2 / (2 * m_end * h_r**2) * second
    kin_t = second / h_t**2
    r1, r2, th = np.meshgrid(big_r + h_r * index, big_r + h_r * index,
                             big_th + h_t * index, indexing="ij")
    assert th.max() < np.pi and th.min() > 0
    v1 = np.array([r1, np.zeros_like(r1)])
    v2 = np.array([r2 * np.cos(th), r2 * np.sin(th)])
    shift = beta / root * (v1 + v2)
    x = np.array([np.zeros_like(v1), v1 + shift, v2 + shift])
    val = valence_from_positions(x)
    rot = hb**2 / (2 * m_end) * (1 / r1**2 + 1 / r2**2)
    diagonal = potential(val) - rot * 0.25 * (1 + 1 / np.sin(th)**2)

    def apply(vector):
        p = vector.reshape(n, n, n)
        out = (kin_r @ p.reshape(n, -1)).reshape(n, n, n) + kin_r @ p
        return (out + rot * (p @ kin_t) + diagonal * p).ravel()
    gauss = np.exp(-(spacing * index)**2 / 4)
    guess = np.einsum("i,j,k->ijk", gauss, gauss, gauss).ravel()
    operator = LinearOperator((n**3, n**3), matvec=apply, dtype=float)
    _, vec = eigsh(operator, k=1, which="SA", v0=guess, ncv=40, tol=1e-11)
    prob = vec[:, 0]**2
    prob = (prob / prob.sum()).reshape(n, n, n)
    rec = np.array([1 / (r_e + val[0]) - 1 / r_e,
                    1 / (r_e + val[1]) - 1 / r_e,
                    np.cos(theta_e + val[2]) - np.cos(theta_e)])
    result = [np.sum(prob * shielding(val))]
    for coords, data in ((modes_from_positions(x), rect), (val, valence),
                         (rec, recip)):
        mean = np.einsum("tijk,ijk->t", coords, prob)
        flat = coords.reshape(3, -1)
        cov = (flat * prob.ravel()) @ flat.T
        result += [data["s1"] @ mean, 0.5 * np.sum(data["s2"] * cov)]
    return np.array(result)


scales = (0.025, 0.05, 0.1)
small = [grid_solution(s) for s in scales]
limit = sum(c * f / s for c, f, s in zip((8 / 3, -2, 1 / 3), small, scales))
expected = np.array([total, rect["A"], rect["H"], valence["A"], valence["H"],
                     recip["A"], recip["H"]])
# tolerance: cubic remainder of the extrapolation plus grid error
assert np.allclose(limit, expected, atol=5e-3), (limit, expected)
gap = [f[1] + f[2] - f[0] for f in small]
order = np.log2(gap[1] / gap[0])
assert 1.8 < order < 2.2, order
full = grid_solution(1.0)
finer = grid_solution(1.0, n=23, spacing=0.65)
assert np.allclose(full, finer, atol=5e-3), (full, finer)

# ---- output ----
print(f"end mass, middle mass: {m_end:.0f}, {m_mid:.0f} u")
print(f"bond length: {r_e:.2f} angstrom; angle: {np.degrees(theta_e):.0f} deg")
print(f"Morse depth: {depth:.1f} eV; Morse a: {morse_a:.1f} 1/angstrom")
print(f"stretch constant 2Da^2: {k_stretch:.1f} eV/angstrom^2")
print(f"bend constant: {k_bend:.1f} eV/rad^2")
print(f"sigma_r: {sig_r:.0f} ppm/angstrom; sigma_th: {sig_th:.0f} ppm/rad")
print(f"sigma_rr (same bond): {sig_rr:.0f} ppm/angstrom^2")
print(f"sigma_rr' (two bonds): {sig_rs:.0f} ppm/angstrom^2")
print(f"sigma_thth: {sig_thth:.0f} ppm/rad^2")
print(f"sigma_rth: {sig_rth:.0f} ppm/(angstrom rad)")
print(f"hbar: {hbar:.6f} angstrom (u eV)^(1/2)")
print("harmonic wavenumbers (bend first):",
      ", ".join(f"{hbar * w * wavenumber:.1f}" for w in omega), "cm^-1")
print(f"<dr^2>: {valence['cov'][0, 0]:.6f} angstrom^2")
print(f"<dr1 dr2>: {valence['cov'][0, 1]:.6f} angstrom^2")
print(f"<dth^2>: {valence['cov'][2, 2]:.6f} rad^2")
print(f"<dr dth>: {valence['cov'][0, 2]:.6f} angstrom rad")
print(f"<dr>, valence: {valence['mean'][0]:.6f} angstrom")
print(f"<dth>, valence: {valence['mean'][2]:.6f} rad")
print(f"linear part L<Q> of <dr>: {q_mean[0]:.6f} angstrom")
print(f"linear part L<Q> of <dth>: {q_mean[2]:.6f} rad")
print(f"<d_perp^2> of one bond: {perp2[0]:.6f} angstrom^2")
print(f"kappa_r: {kappa[0]:.6f} angstrom; kappa_th: {kappa[2]:.6f} rad")
print(f"kappa_r from the bending mode: {kappa_modes[0, 0]:.6f} angstrom")
print(f"transfer sum sigma_t kappa_t: {transfer:.4f} ppm")
print("First-order parts in ppm: H, A, H + A")
for name, d in (("rectilinear normal", rect), ("bond lengths, angle", valence),
                ("1/r, cos(angle)", recip), ("set with zero means", balanced)):
    print(f"  {name}: {d['H']:.4f}, {d['A'] + 0.0:.4f}, {d['H'] + d['A']:.4f}")
print(f"c_r: {bend_c[0]:.4f} 1/angstrom; c_th: {bend_c[2]:.4f} 1/rad")
print("Quadratic valence force field, ppm: H, A, H + A")
for name, d in (("rectilinear normal", quad_rect),
                ("bond lengths, angle", quad_val)):
    print(f"  {name}: {d['H']:.4f}, {d['A']:.4f}, {d['H'] + d['A']:.4f}")
print(f"  <dr> in valence coordinates: {quad_val['mean'][0]:.6f} angstrom")
print("Grid wavefunctions, limit of small hbar, ppm: H, A, H + A")
for i, name in enumerate(("rectilinear normal", "bond lengths, angle",
                          "1/r, cos(angle)")):
    a, h = limit[1 + 2 * i], limit[2 + 2 * i]
    print(f"  {name}: {h:.3f}, {a:.3f}, {h + a:.3f}")
print(f"  average of the full shielding surface: {limit[0]:.3f} ppm")
print("Grid wavefunction, actual hbar, ppm: H, A, H + A")
for i, name in enumerate(("rectilinear normal", "bond lengths, angle",
                          "1/r, cos(angle)")):
    a, h = finer[1 + 2 * i], finer[2 + 2 * i]
    print(f"  {name}: {h:.2f}, {a:.2f}, {h + a:.2f}")
print(f"  average of the full shielding surface: {finer[0]:.2f} ppm")
print(f"power of hbar in the rectilinear truncation error: {order:.2f}")
print("OK")
```

Printed output:

```
end mass, middle mass: 1, 16 u
bond length: 1.00 angstrom; angle: 105 deg
Morse depth: 5.0 eV; Morse a: 2.2 1/angstrom
stretch constant 2Da^2: 48.4 eV/angstrom^2
bend constant: 4.0 eV/rad^2
sigma_r: -300 ppm/angstrom; sigma_th: 20 ppm/rad
sigma_rr (same bond): -800 ppm/angstrom^2
sigma_rr' (two bonds): 100 ppm/angstrom^2
sigma_thth: -60 ppm/rad^2
sigma_rth: 50 ppm/(angstrom rad)
hbar: 0.064654 angstrom (u eV)^(1/2)
harmonic wavenumbers (bend first): 1528.9, 3712.2, 3767.9 cm^-1
<dr^2>: 0.004789 angstrom^2
<dr1 dr2>: -0.000037 angstrom^2
<dth^2>: 0.023722 rad^2
<dr dth>: -0.000194 angstrom rad
<dr>, valence: 0.016785 angstrom
<dth>, valence: -0.000653 rad
linear part L<Q> of <dr>: 0.013816 angstrom
linear part L<Q> of <dth>: -0.000578 rad
<d_perp^2> of one bond: 0.005938 angstrom^2
kappa_r: 0.002969 angstrom; kappa_th: -0.000076 rad
kappa_r from the bending mode: 0.002959 angstrom
transfer sum sigma_t kappa_t: -1.7829 ppm
First-order parts in ppm: H, A, H + A
  rectilinear normal: -6.3490, -8.3010, -14.6500
  bond lengths, angle: -4.5661, -10.0839, -14.6500
  1/r, cos(angle): -7.3761, -7.2739, -14.6500
  set with zero means: -14.6500, 0.0000, -14.6500
c_r: 3.5047 1/angstrom; c_th: -0.0275 1/rad
Quadratic valence force field, ppm: H, A, H + A
  rectilinear normal: -6.3490, 1.1817, -5.1673
  bond lengths, angle: -4.5661, -0.6012, -5.1673
  <dr> in valence coordinates: 0.000980 angstrom
Grid wavefunctions, limit of small hbar, ppm: H, A, H + A
  rectilinear normal: -6.349, -8.301, -14.650
  bond lengths, angle: -4.566, -10.084, -14.650
  1/r, cos(angle): -7.376, -7.274, -14.650
  average of the full shielding surface: -14.650 ppm
Grid wavefunction, actual hbar, ppm: H, A, H + A
  rectilinear normal: -6.69, -8.45, -15.14
  bond lengths, angle: -4.91, -10.24, -15.15
  1/r, cos(angle): -7.46, -7.28, -14.74
  average of the full shielding surface: -15.15 ppm
power of hbar in the rectilinear truncation error: 2.00
OK
```
